# Channel counts of a folded Fermi arc in a Weyl-metal wire: a program that tests the result

```python
"""
Result under test: folding a Weyl-semimetal Fermi arc adds equal numbers of
right- and left-moving surface channels; their difference is fixed by the
transverse projections of the Weyl nodes.

Model (energies in eV, kx and ky dimensionless = wave vector * period):
  H = Delta tau_z + off-diagonal element (m + t exp(-i kz))
  Delta = v sin(kx)
  m = t + beta (cos k_node - cos ky) + gamma (1 - cos kx)
Transport runs along x, the wire width along y, the surface normal along z.
Each (kx, ky) is a chain a1-b1-a2-b2-... with bonds m, t, m, ... and site
energies +Delta on a, -Delta on b. The exposed site a1 has extra energy -U.
R and L mean right- and left-moving channels at the node energy E = 0.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

t, v, beta, gamma = 0.2, 0.2, 0.1, 0.1
k_node = np.pi / 2
period_nm = 0.5
n_width, n_thick = 40, 20
U_main = 0.5
temperature = 77.0
fermi_offset = -0.05
ky_modes = np.pi * np.arange(1, n_width + 1) / (n_width + 1)


def kx_grid(n):
    return -np.pi + (np.arange(n) + 0.5) * 2 * np.pi / n


def delta_m(kx, ky, node=k_node):
    delta = v * np.sin(kx)
    m = t + beta * (np.cos(node) - np.cos(ky)) + gamma * (1 - np.cos(kx))
    return delta + 0 * m, m


def surface_pivot(kx, ky, node=k_node, layers=1500):
    """Eliminate the chain from its far end; returns -1/G at a1 for E=0, U=0."""
    delta, m = delta_m(kx, ky, node)
    m2 = m * m
    pivot = delta + m2 / delta
    for _ in range(layers - 1):
        pivot = delta + m2 / (delta + t * t / pivot)
    return pivot


def count_zeros(p):
    """Rising (R) and falling (L) zeros along the kx circle, poles excluded."""
    nxt = np.roll(p, -1, axis=0)
    inner = abs(p) + abs(nxt)
    outer = abs(np.roll(p, 1, axis=0)) + abs(np.roll(p, -2, axis=0))
    zero = (p * nxt < 0) & (inner < outer)
    return (zero & (nxt > p)).sum(axis=0), (zero & (nxt < p)).sum(axis=0)


def chain(delta, m, U, layers):
    """Real-space chain Hamiltonian, exposed site first."""
    diag = np.tile([delta, -delta], layers).astype(float)
    diag[0] -= U
    bonds = np.tile([m, t], layers)[:-1]
    return np.diag(diag) + np.diag(bonds, 1) + np.diag(bonds, -1)


def arc_m(kx, U):
    delta = v * np.sin(kx)
    return np.sqrt((U - delta) * (delta + t * t / U))


def arc_cos_ky(kx, U):
    return np.cos(k_node) + (t + gamma * (1 - np.cos(kx)) - arc_m(kx, U)) / beta


def arc_slope(kx, U):
    """dE/dkx on the arc from the closed-form dispersion."""
    delta, delta_x = v * np.sin(kx), v * np.cos(kx)
    top = 2 * arc_m(kx, U) * gamma * np.sin(kx)
    top = top + delta_x * (2 * delta + t * t / U - U)
    return top / (U + t * t / U)


def fold_edge(U):
    """Largest |ky| reached by the arc."""
    if U <= t:
        return k_node
    best = minimize_scalar(lambda k: arc_cos_ky(k, U), bounds=(1e-6, np.pi / 2),
                           method="bounded", options={"xatol": 1e-10})
    return float(np.arccos(np.clip(best.fun, -1, 1)))


def chern(ky, n=80):
    """Chern number of the lower band on the (kx, kz) torus, link method."""
    k = kx_grid(n)
    kx, kz = np.meshgrid(k, k, indexing="ij")
    delta, m = delta_m(kx, ky)
    f = m + t * np.exp(-1j * kz)
    h = np.empty((n, n, 2, 2), complex)
    h[..., 0, 0], h[..., 1, 1] = delta, -delta
    h[..., 0, 1], h[..., 1, 0] = f, f.conj()
    w = np.linalg.eigh(h)[1][..., 0]
    link_x = (w.conj() * np.roll(w, -1, 0)).sum(-1)
    link_z = (w.conj() * np.roll(w, -1, 1)).sum(-1)
    loop = link_x * np.roll(link_z, -1, 0)
    loop = loop * np.roll(link_x, -1, 1).conj() * link_z.conj()
    return int(round(np.angle(loop).sum() / (2 * np.pi)))


def film_channels(energy, U, layers, n_kx=2400):
    """R and L of the complete film from the inertia of the finite chain."""
    delta, m = delta_m(kx_grid(n_kx)[:, None], ky_modes[None, :])
    m2 = m * m
    negative = np.zeros(m.shape, int)
    p_b = -delta - energy
    for layer in range(layers):
        if layer > 0:
            p_b = -delta - energy - t * t / p_a
        p_a = delta - energy - m2 / p_b
        if layer == layers - 1:
            p_a = p_a - U
        negative += (p_b < 0)
        negative += (p_a < 0)
    step = np.roll(negative, -1, axis=0) - negative
    return int(np.maximum(-step, 0).sum()), int(np.maximum(step, 0).sum())


# Channel counts by elimination of the half-space versus arc formulas
kx = kx_grid(4000)[:, None]
ky = ky_modes[None, :]
clean = surface_pivot(kx, ky)
inside = (ky_modes < k_node).astype(int)
table = []
for U in (0.0, 0.15, 0.3, 0.4, 0.5, 0.8):
    right, left = count_zeros(clean - U)
    edge = fold_edge(U)
    folded = ((ky_modes > k_node) & (ky_modes < edge)).astype(int)
    assert np.array_equal(right - left, inside), U
    assert np.array_equal(left, folded), U
    table.append((U, edge, int(right.sum()), int(left.sum())))
N_R, N_L = [(r, l) for U, e, r, l in table if U == U_main][0]
N_flat = table[0][2]
assert N_L > 0 and table[0][3] == 0

# Arbitrary smooth surface potentials leave the difference unchanged
rng = np.random.default_rng(7)
random_left = []
for _ in range(6):
    c = rng.uniform(-0.25, 0.25, 4)
    u = c[0] + c[1] * np.cos(kx) + c[2] * np.sin(2 * kx) + c[3] * np.cos(ky)
    right, left = count_zeros(clean + u)
    assert np.array_equal(right - left, inside)
    random_left.append(int(left.sum()))

# Moving the nodes does change the difference
node_moved = 0.35 * np.pi
right, left = count_zeros(surface_pivot(kx, ky, node_moved) - U_main)
assert np.array_equal(right - left, (ky_modes < node_moved).astype(int))
net_moved = int((right - left).sum())
assert net_moved != N_R - N_L

# Fold threshold U = t, probed just outside the node window
probe = surface_pivot(kx, np.array([[k_node + 0.012]]))
threshold_left = [int(count_zeros(probe - U)[1][0]) for U in (0.19, 0.20, 0.24)]
assert threshold_left == [0, 0, 1]

# Slice Chern numbers versus net crossings
chern_ky = (0.5, 1.2, 1.9, 2.8)
chern_values = [chern(q) for q in chern_ky]
slice_r, slice_l = count_zeros(surface_pivot(kx, np.array([chern_ky])) - U_main)
assert [abs(c) for c in chern_values] == list(slice_r - slice_l)
assert chern_values[0] == chern_values[1]

# Closed-form arc and velocity versus elimination and slab diagonalization
points = np.array([0.3, 0.9, 1.5])
points_ky = np.arccos(arc_cos_ky(points, U_main))
arc_residual = np.max(abs(surface_pivot(points, points_ky) - U_main))
assert arc_residual < 1e-9
slopes = []
for qx, qy in zip(points, points_ky):
    energies = []
    for shift in (-1e-4, 1e-4):
        d, m = delta_m(qx + shift, qy)
        e, w = np.linalg.eigh(chain(d, m, U_main, 60))
        i = np.argmin(abs(e))
        assert (w[:60, i] ** 2).sum() > 0.99
        energies.append(e[i])
    slopes.append((energies[1] - energies[0]) / 2e-4)
slope_error = np.max(abs(np.array(slopes) - arc_slope(points, U_main)))
assert slope_error < 1e-6
assert slopes[0] < 0 < slopes[1]

# Signed and total transverse arc length
kx_end = brentq(lambda k: arc_cos_ky(k, U_main) - 1, np.pi / 2, np.pi - 1e-9)
path = np.linspace(0, kx_end, 40001)
path_ky = np.arccos(np.clip(arc_cos_ky(path, U_main), -1, 1))
middle = (path[1:] + path[:-1]) / 2
length = abs(np.diff(path_ky))
signed_length = 2 * np.sum(np.sign(arc_slope(middle, U_main)) * length)
total_length = 2 * np.sum(length)
edge_main = fold_edge(U_main)
assert abs(signed_length - 2 * k_node) < 1e-3
assert abs(total_length - (4 * edge_main - 2 * k_node)) < 1e-3

# Hard side walls: a full small strip separates into standing waves
ny, nz, qx = 6, 4, 0.7
hop_y = (np.eye(ny, k=1) + np.eye(ny, k=-1)) / 2
d = v * np.sin(qx)
m_part = t + beta * np.cos(k_node) + gamma * (1 - np.cos(qx))
bond = chain(0, 1, 0, nz) - chain(0, 0, 0, nz)
strip = np.kron(np.eye(ny), chain(d, m_part, U_main, nz))
strip = strip - beta * np.kron(hop_y, bond)
separate = []
for j in range(1, ny + 1):
    d, m = delta_m(qx, np.pi * j / (ny + 1))
    separate.extend(np.linalg.eigvalsh(chain(d, m, U_main, nz)))
assert np.allclose(np.linalg.eigvalsh(strip), np.sort(separate), atol=1e-11)

# Whole film: balance of the two surfaces, then neglected effects
film_R, film_L = film_channels(0.0, U_main, n_thick)
assert film_R == film_L == N_R
kT = const.k * temperature / const.e
energy_grid = np.arange(-59, 60, 2) * 1e-3
weight = 1 / np.cosh(energy_grid / (2 * kT)) ** 2
weight /= weight.sum()
thermal = {}
for U in (0.0, U_main):
    counts = [film_channels(e, U, n_thick)[0] for e in energy_grid]
    thermal[U] = float(np.dot(weight, counts))
offset_flat = film_channels(fermi_offset, 0.0, n_thick)[0]
offset_fold = film_channels(fermi_offset, U_main, n_thick)[0]
last_ky = ky_modes[ky_modes < k_node][-1]
d, m = delta_m(0.0, last_ky)
hybrid_gap = 2 * np.min(abs(np.linalg.eigvalsh(chain(d, m, 0.0, n_thick))))

# Potential reaching the next two orbitals
leak = 0.2 * U_main
delta_grid, m_grid = delta_m(kx, ky)
p_b1 = -delta_grid - leak - t * t / (clean - leak)
right, left = count_zeros(delta_grid - U_main - m_grid ** 2 / p_b1)
assert np.array_equal(right - left, inside)
leak_R, leak_L = int(right.sum()), int(left.sum())

# Strong scattering on one isolated surface: random unitary S matrix
size = N_R + N_L
z = rng.normal(size=(size, size)) + 1j * rng.normal(size=(size, size))
q, r = np.linalg.qr(z)
s_matrix = q * (np.diag(r) / abs(np.diag(r)))
transmission = np.linalg.svd(s_matrix[:N_R, :N_R], compute_uv=False) ** 2
perfect = int((transmission > 1 - 1e-9).sum())
assert perfect == N_R - N_L

# Convergence with half the kx points and half the depth
coarse = surface_pivot(kx_grid(2000)[:, None], ky, layers=750)
coarse_R, coarse_L = [int(x.sum()) for x in count_zeros(coarse - U_main)]
assert (coarse_R, coarse_L) == (N_R, N_L)

h_over_e2 = const.h / const.e ** 2 / 1e3
speed = v * const.e * period_nm * 1e-9 / const.hbar
width_nm = n_width * period_nm
print(f"period {period_nm} nm, width {width_nm:.1f} nm, "
      f"thickness {n_thick * period_nm:.1f} nm")
print(f"t = {t} eV, v = {v} eV, beta = {beta} eV, gamma = {gamma} eV")
print(f"bulk node speed along x: {speed:.3e} m/s")
print(f"node projections: ky = +/-{k_node / period_nm:.4f} 1/nm")
print("U (eV) | largest arc |ky| (1/nm) | N_R | N_L | N_R-N_L")
for U, edge, r_count, l_count in table:
    print(f"{U:.2f} | {edge / period_nm:.4f} | {r_count} | {l_count} | "
          f"{r_count - l_count}")
print(f"wide-contact net estimate: {n_width * k_node / np.pi:.2f} channels")
print(f"wide-contact added pairs, U={U_main} eV: "
      f"{n_width * (edge_main - k_node) / np.pi:.2f}")
print(f"signed transverse arc length: {signed_length / period_nm:.4f} 1/nm")
print(f"total transverse arc length: {total_length / period_nm:.4f} 1/nm")
print(f"N_L for six arbitrary surface potentials: {random_left}")
print(f"nodes moved to +/-{node_moved / period_nm:.4f} 1/nm: net {net_moved}")
print(f"L just outside node at U=0.19, 0.20, 0.24 eV: {threshold_left}")
print(f"Chern at ky*period = {chern_ky}: {chern_values}")
print(f"arc points kx*period: {points}, ky*period: {np.round(points_ky, 4)}")
print(f"slab slopes dE/d(kx*period): {np.round(slopes, 5)} eV")
print(f"largest slope error: {slope_error:.1e} eV")
print(f"film R and L totals at E=0, U={U_main} eV: {film_R}, {film_L}")
print(f"h/e^2: {h_over_e2:.4f} kohm")
print(f"ballistic resistance, unfolded: {h_over_e2 / N_flat:.4f} kohm")
print(f"ballistic resistance, folded: {h_over_e2 / N_R:.4f} kohm")
print(f"conductance ratio folded/unfolded: {N_R / N_flat:.3f}")
print(f"kT at {temperature:.0f} K: {kT * 1e3:.2f} meV")
print(f"thermal film channels, unfolded: {thermal[0.0]:.2f}")
print(f"thermal film channels, folded: {thermal[U_main]:.2f}")
print(f"film channels at E={fermi_offset * 1e3:.0f} meV, unfolded: {offset_flat}")
print(f"film channels at E={fermi_offset * 1e3:.0f} meV, folded: {offset_fold}")
print(f"unfolded hybridization gap, mode nearest node: {hybrid_gap * 1e3:.2f} meV")
print(f"potential leak {leak:.2f} eV to next 2 orbitals: "
      f"N_R={leak_R}, N_L={leak_L}")
print(f"random scatterer: perfect channels {perfect}, "
      f"total transmission {transmission.sum():.2f}")
print(f"half grid and depth, shift of N_R, N_L: "
      f"{coarse_R - N_R}, {coarse_L - N_L}")
print("PASS")
```

Printed output:

```
period 0.5 nm, width 20.0 nm, thickness 10.0 nm
t = 0.2 eV, v = 0.2 eV, beta = 0.1 eV, gamma = 0.1 eV
bulk node speed along x: 1.519e+05 m/s
node projections: ky = +/-3.1416 1/nm
U (eV) | largest arc |ky| (1/nm) | N_R | N_L | N_R-N_L
0.00 | 3.1416 | 20 | 0 | 20
0.15 | 3.1416 | 20 | 0 | 20
0.30 | 3.3612 | 21 | 1 | 20
0.40 | 3.7930 | 24 | 4 | 20
0.50 | 4.3259 | 28 | 8 | 20
0.80 | 6.2832 | 40 | 20 | 20
wide-contact net estimate: 20.00 channels
wide-contact added pairs, U=0.5 eV: 7.54
signed transverse arc length: 6.2832 1/nm
total transverse arc length: 11.0204 1/nm
N_L for six arbitrary surface potentials: [0, 1, 0, 0, 2, 1]
nodes moved to +/-2.1991 1/nm: net 14
L just outside node at U=0.19, 0.20, 0.24 eV: [0, 0, 1]
Chern at ky*period = (0.5, 1.2, 1.9, 2.8): [1, 1, 0, 0]
arc points kx*period: [0.3 0.9 1.5], ky*period: [2.0173 2.0625 1.5396]
slab slopes dE/d(kx*period): [-0.07418  0.05413  0.09917] eV
largest slope error: 4.9e-10 eV
film R and L totals at E=0, U=0.5 eV: 28, 28
h/e^2: 25.8128 kohm
ballistic resistance, unfolded: 1.2906 kohm
ballistic resistance, folded: 0.9219 kohm
conductance ratio folded/unfolded: 1.400
kT at 77 K: 6.64 meV
thermal film channels, unfolded: 18.24
thermal film channels, folded: 28.00
film channels at E=-50 meV, unfolded: 32
film channels at E=-50 meV, folded: 31
unfolded hybridization gap, mode nearest node: 25.67 meV
potential leak 0.10 eV to next 2 orbitals: N_R=40, N_L=20
random scatterer: perfect channels 20, total transmission 21.72
half grid and depth, shift of N_R, N_L: 0, 0
PASS
```
